# Exchange-Correlation Energy as a Coupling-Strength Integral at Fixed Density, part 1

(Sections cited here and not found follow in the second part.)

## 1. Derivation of the coupling-strength integral

### Dimension and symmetry

Let the mutual repulsion of $N$ electrons be multiplied by a number $\lambda$. At $\lambda = 0$ the electrons ignore each other, and at $\lambda = 1$ they repel with full strength. An energy that is due to the repulsion is the difference of some energy $F_\lambda$ between these two ends, and such a difference is the integral of a derivative:

$$ F_1 - F_0 = \int_0^1 \frac{d F_\lambda}{d\lambda} \, d\lambda . \tag{1} $$

Since $\lambda$ has no dimension, the integrand is itself an energy. No length, mass or charge has to be supplied to make the two sides agree.

A symmetry restricts the choice of the energy $F_\lambda$. Suppose that the electrons move in a potential $v_\lambda(r)$, which may differ from one coupling to the next. Adding a constant $c_\lambda$ to this potential exerts no force and leaves every wavefunction as it was, but it shifts the total energy $E_\lambda$ by $N c_\lambda$. An energy that describes the electrons among themselves must not change under this shift. If $n(r)$ is the electron density, with $\int n \, dr = N$, the potential energy $\int v_\lambda n \, dr$ also shifts by $N c_\lambda$. The difference

$$ F_\lambda = E_\lambda - \int v_\lambda(r) \, n(r) \, dr \tag{2} $$

is therefore unaffected. Dimension and symmetry thus suggest a result of the form (1) with the energy (2). They do not say what the integrand is. The repulsion enters the Hamiltonian linearly in $\lambda$, which makes its expectation value the natural candidate, and the derivation has to show that nothing else survives.

### The system and its energies

Hartree atomic units are used, so that $\hbar$, the electron mass and the elementary charge equal one. The letter $r$ stands for a position vector and $dr$ for the volume element. The Hamiltonian of the real system is

$$ H = T + W + \sum_{i=1}^{N} v(r_i), \qquad T = -\frac{1}{2} \sum_{i=1}^{N} \nabla_i^2, \qquad W = \sum_{i<j} w(r_i, r_j), \tag{3} $$

with $w(r, r') = 1/|r - r'|$ for electrons in three dimensions. The derivation uses no property of $w$ except its symmetry, $w(r,r') = w(r',r)$, and the finiteness of the expectation values.

For a normalized antisymmetric wavefunction $\Psi$ the density is

$$ n(r) = N \int |\Psi(r, r_2, \dots, r_N)|^2 \, dr_2 \cdots dr_N , \tag{4} $$

where sums over all spins are understood. The factor $N$ appears because each of the $N$ electrons is equally likely to be found at $r$. For the same reason every term of a one-body potential contributes equally, and

$$ \Big\langle \Psi \Big| \sum_i v(r_i) \Big| \Psi \Big\rangle = N \int v(r_1) \, |\Psi|^2 \, dr_1 \cdots dr_N = \int v(r) \, n(r) \, dr . \tag{5} $$

The energy of a one-body potential thus depends on the wavefunction through the density alone. This fact carries the derivation.

Let $\Psi_1$ be the ground state of $H$, with density $n$. From now on $n$ denotes this particular function. By (5) the ground-state energy is

$$ E = \langle \Psi_1 | T | \Psi_1 \rangle + \langle \Psi_1 | W | \Psi_1 \rangle + \int v n \, dr . \tag{6} $$

Kohn-Sham theory divides the same energy differently. It uses the kinetic energy $T_s$ of noninteracting electrons that have the density $n$, and the Hartree energy, which is the electrostatic energy of the density regarded as a classical charge cloud:

$$ U_H = \frac{1}{2} \iint n(r) \, n(r') \, w(r,r') \, dr \, dr' . \tag{7} $$

The factor $\frac{1}{2}$ compensates for counting each pair of volume elements twice. What these terms leave over defines the exchange-correlation energy $E_{xc}$:

$$ E = T_s + \int v n \, dr + U_H + E_{xc} . \tag{8} $$

Subtracting (8) from (6) removes $E$ and the potential energy. With $T_1 = \langle \Psi_1 | T | \Psi_1 \rangle$ and $W_1 = \langle \Psi_1 | W | \Psi_1 \rangle$ the remainder is

$$ E_{xc} = (T_1 - T_s) + (W_1 - U_H) . \tag{9} $$

The second bracket compares the true repulsion with that of a classical cloud. The first is a difference of kinetic energies between two different wavefunctions with equal densities. The integral over $\lambda$ will express both brackets through the repulsion.

### The path of fixed density

For each $\lambda$ between 0 and 1 define

$$ H_\lambda = T + \lambda W + \sum_i v_\lambda(r_i), \qquad H_\lambda \Psi_\lambda = E_\lambda \Psi_\lambda, \qquad \langle \Psi_\lambda | \Psi_\lambda \rangle = 1 , \tag{10} $$

where $\Psi_\lambda$ is the ground state and $v_\lambda$ is chosen such that $\Psi_\lambda$ has the density $n$:

$$ n_\lambda(r) = n(r) \quad \text{for } 0 \le \lambda \le 1 . \tag{11} $$

Weaker repulsion alone would in general change the density, because the electrons would push each other apart less. The adjusted potential prevents this.

Three assumptions are made here: a potential $v_\lambda$ with the property (11) exists for every $\lambda$; the ground state is nondegenerate; and $\Psi_\lambda$ and $v_\lambda$ are differentiable in $\lambda$. The second half shows how far they can be relaxed.

The path is unique up to the constant in $v_\lambda$. Suppose that two potentials $v_\lambda$ and $v_\lambda'$ give the same density at the same $\lambda$, with ground states $\Psi$ and $\Psi'$ and energies $E_\lambda$ and $E_\lambda'$. If $\Psi = \Psi'$, subtraction of the two Schrödinger equations gives

$$ \sum_i \big[ v_\lambda(r_i) - v_\lambda'(r_i) \big] \Psi = (E_\lambda - E_\lambda') \Psi . $$

Where $\Psi$ is not zero, the sum must be constant. Moving one electron while the others stay in place then shows that $v_\lambda - v_\lambda'$ is a constant, provided that $\Psi$ vanishes on no more than nodal surfaces. If instead $\Psi \ne \Psi'$, each state is a trial state for the other Hamiltonian, and nondegeneracy makes both inequalities strict:

$$ E_\lambda < E_\lambda' + \int (v_\lambda - v_\lambda') n \, dr, \qquad E_\lambda' < E_\lambda + \int (v_\lambda' - v_\lambda) n \, dr . $$

Their sum reads $E_\lambda + E_\lambda' < E_\lambda + E_\lambda'$, which is impossible. So $\Psi_\lambda$, and with it every expectation value on the path, is fixed by $n$ and $\lambda$.

The two ends are now identified. At $\lambda = 1$ the real potential satisfies (11), so $v_1 = v$ and $E_1 = E$. At $\lambda = 0$ there is no repulsion, and $v_0$ is the potential in which noninteracting electrons have the density $n$. This is the Kohn-Sham potential $v_s$, and

$$ E_0 = T_s + \int v_s n \, dr . \tag{12} $$

### The Hellmann-Feynman theorem

By (10) the energy is $E_\lambda = \langle \Psi_\lambda | H_\lambda | \Psi_\lambda \rangle$. The product rule gives three terms:

$$ \frac{dE_\lambda}{d\lambda} = \Big\langle \frac{d\Psi_\lambda}{d\lambda} \Big| H_\lambda \Big| \Psi_\lambda \Big\rangle + \Big\langle \Psi_\lambda \Big| \frac{dH_\lambda}{d\lambda} \Big| \Psi_\lambda \Big\rangle + \Big\langle \Psi_\lambda \Big| H_\lambda \Big| \frac{d\Psi_\lambda}{d\lambda} \Big\rangle . $$

In the first term $H_\lambda$ acts to the right on its eigenstate and yields $E_\lambda$. In the third it acts to the left, which is allowed because $H_\lambda$ is Hermitian, and again yields the real number $E_\lambda$. Together these two terms are

$$ E_\lambda \Big[ \Big\langle \frac{d\Psi_\lambda}{d\lambda} \Big| \Psi_\lambda \Big\rangle + \Big\langle \Psi_\lambda \Big| \frac{d\Psi_\lambda}{d\lambda} \Big\rangle \Big] = E_\lambda \frac{d}{d\lambda} \langle \Psi_\lambda | \Psi_\lambda \rangle = 0 , $$

because the norm is one at every $\lambda$. What remains is the Hellmann-Feynman theorem:

$$ \frac{dE_\lambda}{d\lambda} = \Big\langle \Psi_\lambda \Big| \frac{dH_\lambda}{d\lambda} \Big| \Psi_\lambda \Big\rangle . \tag{13} $$

The wavefunction does change along the path, but to first order its change costs no energy. The theorem holds for any normalized eigenstate that is differentiable in $\lambda$.

### Integration along the path

In (10) the kinetic operator does not depend on $\lambda$, the repulsion is linear in it, and the potential depends on it through $v_\lambda$. Hence

$$ \frac{dH_\lambda}{d\lambda} = W + \sum_i \frac{d v_\lambda(r_i)}{d\lambda} . $$

Insert this into (13), use (5) for the one-body term, and write $W_\lambda = \langle \Psi_\lambda | W | \Psi_\lambda \rangle$. Note that $W_\lambda$ is the expectation value of the full repulsion $W$, without a factor $\lambda$. The result is

$$ \frac{dE_\lambda}{d\lambda} = W_\lambda + \int n(r) \, \frac{d v_\lambda(r)}{d\lambda} \, dr . \tag{14} $$

The density in (14) carries no index $\lambda$, by (11). It can therefore be taken inside the derivative:

$$ \int n \, \frac{d v_\lambda}{d\lambda} \, dr = \frac{d}{d\lambda} \int n \, v_\lambda \, dr . \tag{15} $$

Moving this term to the left of (14) produces the derivative of the energy (2):

$$ \frac{dF_\lambda}{d\lambda} = W_\lambda . \tag{16} $$

This is the integrand that dimension and symmetry left open. Equation (1) now reads

$$ \Big( E_1 - \int v n \, dr \Big) - \Big( E_0 - \int v_s n \, dr \Big) = \int_0^1 W_\lambda \, d\lambda . \tag{17} $$

By (8) the first bracket is $T_s + U_H + E_{xc}$, and by (12) the second is $T_s$. The kinetic energy $T_s$ cancels, and

$$ E_{xc} = \int_0^1 \langle \Psi_\lambda | W | \Psi_\lambda \rangle \, d\lambda - U_H . \tag{18} $$

This is the adiabatic-connection formula. The word adiabatic refers to following the ground state as $\lambda$ changes; no motion in time is involved.

### What a frozen potential would give

Equation (15) is the step that needs the fixed density. Suppose that the external potential is kept at $v$ for all $\lambda$. Then $dH_\lambda/d\lambda = W$. Let $E_0'$ be the energy of noninteracting electrons in $v$, and $W_\lambda'$ the expectation value of $W$ on this other path. Theorem (13) still holds and gives

$$ E - E_0' = \int_0^1 W_\lambda' \, d\lambda . \tag{19} $$

This is a true statement about a different quantity. Subtracting $U_H$ and inserting (8) for $E$ shows by how much it misses $E_{xc}$:

$$ \int_0^1 W_\lambda' \, d\lambda - U_H = E_{xc} + D, \qquad D = T_s + \int v n \, dr - E_0' . \tag{20} $$

The first two terms of $D$ are the energy of the Kohn-Sham state $\Psi_0$ in the potential $v$. Since $E_0'$ is the lowest energy of noninteracting electrons in $v$, the variational principle gives $D \ge 0$. The frozen path yields a value that is too high by the cost of forcing the interacting density on noninteracting electrons.

### The averaged hole

The repulsion depends on how electrons are distributed in pairs. Define the pair density

$$ n_{2,\lambda}(r,r') = N(N-1) \int |\Psi_\lambda(r, r', r_3, \dots, r_N)|^2 \, dr_3 \cdots dr_N . $$

There are $N(N-1)/2$ equivalent pairs, so $W_\lambda = \frac{1}{2} \iint n_{2,\lambda} \, w \, dr \, dr'$. The Hartree energy does not depend on $\lambda$ and may be put under the integral in (18). This gives

$$ E_{xc} = \frac{1}{2} \iint w(r,r') \int_0^1 \big[ n_{2,\lambda}(r,r') - n(r) \, n(r') \big] d\lambda \, dr \, dr' . \tag{21} $$

The bracket compares the actual pair density with the product of densities used for the classical cloud in (7), a product that also pairs each electron with itself. Integrated over $r'$, its first term is $(N-1) n(r)$ and its second is $N n(r)$, so the bracket integrates to $-n(r)$ at every $\lambda$. An electron at $r$ is thus accompanied by a deficit of one electron in its surroundings, and by (21) $E_{xc}$ is one half of the interaction energy of the density $n$ with this deficit, averaged over the coupling. The factor $\frac{1}{2}$ avoids counting each pair twice, as in (7). An approximation for the pair density at all $\lambda$ therefore gives an approximation for $E_{xc}$.

For one electron there are no pairs, so $W_\lambda = 0$ and (18) gives $E_{xc} = -U_H$. The exchange-correlation energy then cancels the repulsion of the electron with its own cloud.

## 2. Bounds, limits and a worked example

### Symbols and results carried over

The state $\Psi_\lambda$ is the ground state of $T + \lambda W + \sum_i v_\lambda(r_i)$, with energy $E_\lambda$, and $v_\lambda$ keeps its density equal to the density $n$ of the real system. The potential is the external one, $v$, at $\lambda = 1$ and the Kohn-Sham one, $v_s$, at $\lambda = 0$. The expectation values of kinetic energy and full repulsion in $\Psi_\lambda$ are $T_\lambda$ and $W_\lambda$, with $T_0 = T_s$. The Hartree energy of $n$ is $U_H$. With $F_\lambda = E_\lambda - \int v_\lambda n \, dr = T_\lambda + \lambda W_\lambda$, the first half found $dF_\lambda/d\lambda = W_\lambda$ in (16) and $E_{xc} = \int_0^1 W_\lambda \, d\lambda - U_H$ in (18).

The exchange-correlation energy has been shown to equal the expectation value of the full repulsion, averaged over the coupling strength at fixed density, minus the Hartree energy. What remains is to prove this without derivatives, to find its conditions and bounds, and to check it numerically for two electrons in a box.
